# Heat Conduction Sorted by Phonon Free Path in a Debye Solid

A structure on a chip may be smaller than the distance some phonons travel between collisions. To judge how its size affects heat conduction, one needs to know how the bulk conductivity $\kappa$ is shared among phonons of different free path $\Lambda$. The accumulation function $\alpha(\Lambda_c)$ is the fraction of $\kappa$ carried by phonons with $\Lambda\le\Lambda_c$. Here $\Lambda_c$ is the upper limit of the count, which can be chosen freely; it is not the free path at the Debye frequency.

The model is an isotropic solid with three phonon branches, all with $\omega=vk$ up to the Debye frequency $\omega_D$. Every phonon relaxes at the rate

$$\frac1\tau=A\omega^2 ,$$

with the same $A$ for all branches, and there is no other scattering until part (g).

The algebra uses atomic units, with $\hbar=1$ and temperature $T$ measured as an energy, so that $k_B=1$ as well. No other property of these units is used, so the formulas also hold with energies in eV and lengths in Å. In the numbers, $\omega$ then stands for $\hbar\omega$, $v$ for $\hbar v$, $A$ for $A/\hbar$, and $\kappa$ for $\hbar\kappa/k_B$.

## (a) Write the conductivity as an integral over frequency

*Start from the steady Boltzmann equation in the relaxation-time form, with a small temperature gradient along $x$.*

**Solution.** Let $n$ be the occupation of a mode and $n_0=1/(e^{\omega/T}-1)$ its equilibrium value at the local temperature. In the steady state, drift balances relaxation:

$$v_x\frac{\partial n}{\partial x}=-\frac{n-n_0}{\tau}.$$

The deviation $n-n_0$ is itself of first order in the gradient. To first order, $n$ on the left may therefore be replaced by $n_0$, which depends on $x$ through $T(x)$:

$$n-n_0=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.$$

The heat current density sums energy times velocity over the modes. The part from $n_0$ vanishes, because modes at $\mathbf k$ and $-\mathbf k$ have opposite velocities. With three branches,

$$J=3\int\frac{d^3k}{(2\pi)^3}\,\omega v_x(n-n_0)
=-\left[3\int\frac{d^3k}{(2\pi)^3}\,c\,v_x^2\tau\right]\frac{dT}{dx},$$

where $c=\omega\,\partial n_0/\partial T$ is the heat capacity of one mode. Since $J=-\kappa\,dT/dx$, the bracket is $\kappa$.

Only $v_x^2$ depends on direction, and its angular average is $v^2/3$. With $d^3k\to4\pi k^2dk$,

$$\kappa=3\cdot\frac{4\pi}{8\pi^3}\cdot\frac{v^2}{3}\int_0^{k_D}k^2c\,\tau\,dk
=\frac{v^2}{2\pi^2}\int_0^{k_D}k^2c\,\tau\,dk .$$

Finally $k=\omega/v$ gives $k^2dk=\omega^2d\omega/v^3$, and

$$\kappa=\frac{1}{2\pi^2v}\int_0^{\omega_D}\omega^2\,c(\omega)\,\tau(\omega)\,d\omega. \tag{1}$$

The relaxation-time form treats every collision as a loss of heat current. It becomes doubtful when collisions that conserve total crystal momentum dominate, because these do not by themselves stop the current.

## (b) Which frequencies carry the heat in the classical limit?

*Take $T\gg\omega_D$ and find $\kappa$.*

**Solution.** Differentiating $n_0$ with $t=\omega/T$ gives

$$c=\frac{t^2e^t}{(e^t-1)^2}=\left[\frac{t/2}{\sinh(t/2)}\right]^2 .\tag{2}$$

For $t\to0$ this tends to 1: each mode has the classical heat capacity $k_B$. If $T\gg\omega_D$, this holds for all modes. With $\tau=1/(A\omega^2)$, equation (1) becomes

$$\kappa=\frac1{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2}{A\omega^2}\,d\omega=\frac{\omega_D}{2\pi^2vA}. \tag{3}$$

The number of modes per frequency interval grows as $\omega^2$, and the lifetime falls as $1/\omega^2$. The two factors cancel, so equal frequency intervals carry equal heat. Low-frequency modes are few, but each of them carries its energy far.

## (c) Find the accumulation function

*Sort the heat by free path. Find also the free paths that bound half and nine tenths of the heat, and compare them with the single free path $\Lambda_g$ defined by $\kappa=Cv\Lambda_g/3$, where $C$ is the heat capacity per volume.*

**Solution.** The free path is

$$\Lambda(\omega)=v\tau=\frac{v}{A\omega^2}.$$

It falls with frequency, so the shortest free path belongs to $\omega_D$:

$$\Lambda_{\min}=\frac{v}{A\omega_D^2}.$$

If $\Lambda_c<\Lambda_{\min}$, no mode is counted and $\alpha=0$. Otherwise the condition $\Lambda\le\Lambda_c$ means $\omega\ge\omega_c$, with

$$\omega_c=\sqrt{\frac{v}{A\Lambda_c}},\qquad
\frac{\omega_c}{\omega_D}=\sqrt{\frac{v}{A\omega_D^2\Lambda_c}}=\sqrt{\frac{\Lambda_{\min}}{\Lambda_c}} .$$

The counted modes fill the interval from $\omega_c$ to $\omega_D$. Because heat is spread evenly over frequency, their share is the length of this interval divided by $\omega_D$:

$$\boxed{\;\alpha(\Lambda_c)=1-\sqrt{\frac{\Lambda_{\min}}{\Lambda_c}},\qquad \Lambda_c\ge\Lambda_{\min}\;} \tag{4}$$

Setting $\alpha=p$ gives $\sqrt{\Lambda_{\min}/\Lambda_p}=1-p$, hence

$$\Lambda_p=\frac{\Lambda_{\min}}{(1-p)^2}.$$

Half the heat is reached at $4\Lambda_{\min}$, and nine tenths at $100\Lambda_{\min}$. The approach to 1 is slow: to halve the uncounted part, $\Lambda_c$ must grow fourfold.

The number of modes tells a different story. The modes below $\omega_c$ are a fraction $(\omega_c/\omega_D)^3$ of the total. At $\Lambda_c=4\Lambda_{\min}$ this is $1/8$, so one eighth of the modes carries half the heat.

For the single free path, the classical heat capacity is the number of modes per volume:

$$C=3\cdot\frac{1}{8\pi^3}\cdot\frac{4\pi k_D^3}{3}=\frac{k_D^3}{2\pi^2}=\frac{\omega_D^3}{2\pi^2v^3}.$$

Therefore

$$\Lambda_g=\frac{3\kappa}{Cv}=\frac{3}{v}\cdot\frac{\omega_D}{2\pi^2vA}\cdot\frac{2\pi^2v^3}{\omega_D^3}=\frac{3v}{A\omega_D^2}=3\Lambda_{\min}.$$

Equation (4) gives $\alpha(\Lambda_g)=1-1/\sqrt3\approx0.42$. More than half of the heat travels with free paths longer than $\Lambda_g$. A single free path reproduces $\kappa$, but it hides this long tail.

## (d) Put in numbers

*Take the round model values $\omega_D=0.05$ eV, $v=0.04$ eV Å and $A=0.1$ eV$^{-1}$.*

**Solution.** The rate at the Debye frequency is

$$A\omega_D^2=0.1\times(0.05)^2=2.5\times10^{-4}\ \text{eV}.$$

This is 0.5% of $\omega_D$, so even the most strongly scattered phonon oscillates many times before it decays, as the Boltzmann picture requires. The shortest free path is

$$\Lambda_{\min}=\frac{0.04}{2.5\times10^{-4}}=160\ \text{Å}.$$

Half the heat is reached at $4\times160=640$ Å and nine tenths at $16\,000$ Å, while $\Lambda_g=480$ Å. The conductivity is

$$\kappa=\frac{0.05}{2\pi^2\times0.04\times0.1}=0.633\ \text{eV/Å},$$

which, multiplied by $k_B/\hbar$, is 133 W/(m K).

These results were tested against a direct sum of the three-dimensional expression in part (a) over a cubic grid of wave vectors. The heat capacity came from numerical differentiation of the Bose energy, and each mode was selected by its own free path. The sum used $T=2.5$ eV, a value that serves only to reach the classical limit and that no solid would survive.

| $\Lambda_c$ (Å) | equation (4) | mode sum |
|---|---|---|
| 240 | 0.184 | 0.184 |
| 640 | 0.500 | 0.501 |
| 1600 | 0.684 | 0.686 |
| 16000 | 0.900 | 0.902 |

The summed conductivity is 0.3% below the value of equation (3), and the summed fractions lie slightly above equation (4). The cause is the grid's poor rendering of the $1/k^2$ peak of the integrand at small $k$: the deficit shrinks in proportion to the grid step, and nearly all of it comes from the few cubes nearest $k=0$. Missing heat there lowers the total and thereby raises the share of the short free paths.

## (e) Where does the square root come from?

*Replace the rate by $1/\tau=B\omega^n$ with $n>0$. Then ask what survives if the high-frequency modes do not follow the model, or if the branches differ.*

**Solution.** In the classical limit the integrand of (1) is now proportional to $\omega^{2-n}$. For $n<3$ its integral from 0 to $\omega$ is finite and proportional to $\omega^{3-n}$, so

$$\alpha=1-\left(\frac{\omega_c}{\omega_D}\right)^{3-n}.$$

From $\Lambda=v/(B\omega^n)$ follows $\omega_c/\omega_D=(\Lambda_{\min}/\Lambda_c)^{1/n}$, where $\Lambda_{\min}$ is again the free path at $\omega_D$. Hence

$$\alpha=1-\left(\frac{\Lambda_{\min}}{\Lambda_c}\right)^{(3-n)/n}. \tag{5}$$

The 3 comes from the three dimensions of $\mathbf k$ space. For $n=2$ the exponent is $1/2$. For $n=1$ it is 2, and the tail is much shorter: at $\Lambda_c=2\Lambda_{\min}$ the fraction is $1-1/4=0.75$, which the mode sum confirms, against 0.29 for $n=2$. For $n\ge3$ the integral diverges at low frequency. The bulk conductivity is then infinite in this model, and $\alpha$ has no meaning until another scattering process is added.

Now let $n=2$ hold at low frequency only, while the modes near $\omega_D$ have some other dispersion or rate. Suppose that all modes with $\Lambda>\Lambda_c$ lie in the low-frequency region. By (3), with $\omega_c$ as the upper limit, they carry $\omega_c/(2\pi^2vA)$, so

$$1-\alpha=\frac{\omega_c}{2\pi^2vA\,\kappa}=\frac{1}{2\pi^2vA\,\kappa}\sqrt{\frac{v}{A\Lambda_c}} .$$

The dependence $\Lambda_c^{-1/2}$ survives. The prefactor changes, since it contains the true total $\kappa$.

If the branches have different $v$, $A$ or $\omega_D$, each obeys (4) with its own shortest free path, and $\alpha$ is the average weighted by the branch conductivities. Once $\Lambda_c$ exceeds the largest of the shortest free paths, the uncounted part is a sum of terms that all fall as $\Lambda_c^{-1/2}$. At smaller $\Lambda_c$ the curve is no longer a single square-root law.

## (f) What changes when the temperature is not high?

*Keep $A$ fixed, find $\alpha$ at any $T$, and obtain the first correction for small $x_D=\omega_D/T$.*

**Solution.** The heat capacity (2) must now stay in the integral. Define

$$F(x)=\int_0^x\frac{t^2e^t}{(e^t-1)^2}\,dt .$$

With $\omega=Tt$, equation (1) gives

$$\kappa(T)=\frac{1}{2\pi^2vA}\int_0^{\omega_D}c\,d\omega=\frac{T\,F(x_D)}{2\pi^2vA}=\frac{\omega_D}{2\pi^2vA}\,\frac{F(x_D)}{x_D}.$$

The free paths do not involve $c$, so $\omega_c$ is unchanged. Writing $s=\sqrt{\Lambda_{\min}/\Lambda_c}$, the uncounted modes extend up to $\omega_c/T=s\,x_D$, and

$$\alpha=1-\frac{F(s\,x_D)}{F(x_D)}. \tag{6}$$

For small $t$, $\sinh(t/2)\approx(t/2)(1+t^2/24)$, so $c\approx1-t^2/12$ and $F(x)\approx x-x^3/36$. Then

$$\frac{F(sx_D)}{F(x_D)}\approx s\,\frac{1-s^2x_D^2/36}{1-x_D^2/36}\approx s\left[1+(1-s^2)\frac{x_D^2}{36}\right],$$

$$\alpha\approx1-s-s(1-s^2)\frac{x_D^2}{36}. \tag{7}$$

The correction is negative. This sign holds at every temperature. The function $\sinh y/y$ has a power series with positive coefficients, so $c$ falls as $t$ grows. Its mean over the shorter interval $[0,sx_D]$ is then at least its mean over $[0,x_D]$, which says $F(sx_D)/(sx_D)\ge F(x_D)/x_D$, or $F(sx_D)/F(x_D)\ge s$. In physical terms, cooling freezes out the high-frequency modes first. These have the short free paths, so weight shifts to the long ones.

At $T=0.1$ eV, $x_D=0.5$. For $\Lambda_c=640$ Å, $s=0.5$ and the correction in (7) is

$$-0.5\times0.75\times\frac{0.25}{36}=-0.0026,$$

which gives 0.4974, in agreement with the integral (6). At $T=0.025$ eV, $x_D=2$, and (6) gives 0.460 instead of 0.500. The conductivity is then 0.90 of its classical value at the same $A$. The classical law is thus still a fair guide when $T$ is half of $\omega_D$, with an absolute error of about 0.04 at most. The relative error is larger at short $\Lambda_c$: at 240 Å, (6) gives 0.156 against 0.184, and just above $\Lambda_{\min}$ the shortfall approaches 20%.

The long tail has a simple form at any temperature. If $\omega_c\ll T$, the uncounted modes are classical and $F(sx_D)\approx sx_D$, so $1-\alpha\approx s\,x_D/F(x_D)$. At $T=0.025$ eV and $\Lambda_c=16\,000$ Å this is $0.1/0.90=0.11$, in accord with the value 0.889 from (6).

In a real crystal $A$ depends on temperature too. That changes $\Lambda_{\min}$ and $\kappa$, but not $\alpha$ as a function of $\Lambda_c/\Lambda_{\min}$ and $x_D$, as long as the rate keeps the form $A\omega^2$.

## (g) Is $\alpha(L)$ the conductivity of a structure of size $L$?

*Return to the classical limit. Let the structure add an isotropic scattering process of free path $L$, so that $1/\Lambda'=1/\Lambda+1/L$. Find the reduced conductivity $\kappa(L)$ and compare it with $\alpha(L)$.*

**Solution.** Each mode's contribution is multiplied by $\Lambda'/\Lambda=1/(1+\Lambda/L)$. Heat is spread evenly over $u=\omega/\omega_D$ between 0 and 1, and $\Lambda=\Lambda_{\min}/u^2$. With $r=\sqrt{\Lambda_{\min}/L}$,

$$\frac{\kappa(L)}{\kappa}=\int_0^1\frac{du}{1+r^2/u^2}=\int_0^1\left(1-\frac{r^2}{u^2+r^2}\right)du=1-r\arctan\frac1r. \tag{8}$$

For $L\ge\Lambda_{\min}$, the accumulation function would give $1-r$. It keeps modes with $\Lambda<L$ in full and drops the others, whereas the added scattering weakens every mode gradually. The two results differ by the factor $\arctan(1/r)$ in the second term.

- For $L\gg\Lambda_{\min}$, $\arctan(1/r)\to\pi/2$. The loss of conductivity is then $\pi/2$ times the loss $1-\alpha(L)$, with the same $L^{-1/2}$ dependence.
- For $L\ll\Lambda_{\min}$, $\arctan y\approx y-y^3/3$ with $y=1/r$ gives $\kappa(L)/\kappa\approx y^2/3=L/(3\Lambda_{\min})$. With $\kappa=Cv\Lambda_{\min}$ from part (c), this is $\kappa(L)=CvL/3$: every phonon has the free path $L$. Here $\alpha(L)=0$, although heat still flows.

The order of the two therefore changes. They are equal when $\arctan(1/r)=1$, that is at $L=\Lambda_{\min}\tan^2 1\approx2.4\,\Lambda_{\min}$. For this isotropic added scattering in the classical limit, $\alpha(L)$ overestimates the conductivity above this length and underestimates it below. The crossing moves with temperature, to about $2.8\,\Lambda_{\min}$ at $T=0.025$ eV.

For $L=1600$ Å, $r=\sqrt{0.1}=0.316$, and (8) gives 0.600; the mode sum with the added scattering gives 0.602. The accumulation function gives 0.684, so reading it as a conductivity would be 14% too high relative to (8).

The length $L$ in (8) stands for scattering that acts alike at all places and in all directions. In a film with heat flowing along its plane, the effect of a surface depends on the distance from it and on the direction of travel. The factor $1/(1+\Lambda/L)$ must then be replaced by one derived for that geometry, and the comparison with $\alpha$ changes with it. For a film of thickness $d$ with fully diffuse surfaces the factor is $\tfrac32\int_0^1(1-\mu^2)\,[1-(1-e^{-x})/x]\,d\mu$ with $x=d/(\Lambda\mu)$. At $d=1600$ Å it gives $\kappa(d)/\kappa=0.717$, above $\alpha=0.684$. For thick films the loss tends to $4\sqrt\pi/7\approx1.01$ times $1-\alpha(d)$ instead of $\pi/2$ times. The $d^{-1/2}$ dependence carries over, but the factor $\pi/2$ and the sign of the error of $\alpha$ do not. If the surface reflects phonons of all wavelengths alike, for instance fully diffusely, this factor depends only on free path and direction, and the bulk distribution over free paths still suffices to find the reduction of $\kappa$. If the reflection depends on wavelength, that distribution alone is not enough. The numerical output below lists the remaining values.

## Calculated quantities

```
Debye energy omega_D: 0.050 eV
hbar*v: 0.040 eV angstrom
rate coefficient A: 0.10 1/eV
Debye wave number: 1.250 1/angstrom
rate at omega_D: 2.50e-04 eV
shortest free path: 160.0 angstrom
hbar*kappa/k_B, formula: 0.6333 eV/angstrom
hbar*kappa/k_B, mode sum: 0.6315 eV/angstrom
kappa, formula: 132.8 W/(m K)
free path for half the heat: 640.0 angstrom
free path for 90 percent: 16000.0 angstrom
gray free path, formula: 480.0 angstrom
gray free path, mode sum: 478.7 angstrom
accumulation at gray path: 0.4226
k_B T of classical mode sum: 2.50 eV
Classical accumulation (no unit):
 cut 240 angstrom: formula 0.1835, mode sum 0.1841
 cut 320 angstrom: formula 0.2929, mode sum 0.2937
 cut 640 angstrom: formula 0.5000, mode sum 0.5014
 cut 1600 angstrom: formula 0.6838, mode sum 0.6857
 cut 16000 angstrom: formula 0.9000, mode sum 0.9023
Accumulation at k_B T = 0.025 eV (no unit):
 cut 240 angstrom: integral 0.1558, mode sum 0.1563
 cut 320 angstrom: integral 0.2562, mode sum 0.2570
 cut 640 angstrom: integral 0.4599, mode sum 0.4614
 cut 1600 angstrom: integral 0.6528, mode sum 0.6549
 cut 16000 angstrom: integral 0.8891, mode sum 0.8916
Accumulation at k_B T = 0.100 eV (no unit):
 cut 240 angstrom: integral 0.18162, expansion 0.18161
 cut 320 angstrom: integral 0.29045, expansion 0.29044
 cut 640 angstrom: integral 0.49740, expansion 0.49740
 cut 1600 angstrom: integral 0.68180, expansion 0.68180
 cut 16000 angstrom: integral 0.89931, expansion 0.89931
kappa factor at k_B T = 0.025 eV: 0.9009
kappa factor at k_B T = 0.100 eV: 0.9931
Rate linear in frequency, cut 320 angstrom: formula 0.7500, mode sum 0.7500
Extra scattering length L: 1600 angstrom
kappa(L)/kappa, formula: 0.6001
kappa(L)/kappa, mode sum: 0.6018
accumulation at cut = L: 0.6838
```
